# Poole-Frenkel emission from a Coulomb-attractive centre averaged over escape directions

An electron is bound by 300 meV to a centre in a medium of dielectric constant 12, at 300 K. A field of $5\times10^4$ V/cm lowers the barrier to escape by 49 meV at its lowest point. The corresponding Boltzmann factor is 6.65. A simple model keeps the electron on straight rays and averages over their directions; its emission rate is only 2.44 times the zero-field value, and its apparent activation energy falls by 29 meV, not by 49 meV. Both differences come from the angular dependence of the release energy, and their size depends on the straight-ray assumption.

## 1. One direction: along the force

Let the emptied centre carry charge $+Ze$, with $e>0$. For $Z=1$ it is a donor, neutral when occupied. Gaussian units are used, $F$ is the magnitude of a uniform field, and $r$ is the distance from the centre. The electron's potential energy on the ray along the electric force is

$$U(r)=-\frac{Ze^2}{\varepsilon r}-eFr .$$

The zero of energy is the band edge without the field, and the bound level lies at $-E_i$. The level is assumed not to shift with field, and the attraction is assumed to be Coulombic at the barrier, whatever its form in the core. Setting the slope to zero,

$$\frac{dU}{dr}=\frac{Ze^2}{\varepsilon r^2}-eF=0
\quad\Longrightarrow\quad r_0=\sqrt{\frac{Ze}{\varepsilon F}} .$$

At this radius the two terms of $U$ are equal:

$$\frac{Ze^2}{\varepsilon r_0}=eFr_0=\sqrt{\frac{Ze^3F}{\varepsilon}} .$$

The top therefore lies at $U(r_0)=-\delta$, with

$$\delta=2\sqrt{\frac{Ze^3F}{\varepsilon}} .$$

Half of the lowering is the Coulomb energy remaining at the top; the other half is the work done by the field on the way there.

For numbers, the Gaussian $e^2$ is 1.440 eV nm, and $eF=0.00500$ eV/nm at the main field. With $Z=1$ and $\varepsilon=12$, $Ze^2/\varepsilon=0.1200$ eV nm, so

$$r_0=\sqrt{\frac{0.1200}{0.00500}}\ \text{nm}=4.90\ \text{nm},\qquad
\delta=2(0.00500)(4.90)\ \text{eV}=49.0\ \text{meV}.$$

Classical thermal emission over this barrier has the rate $\nu\exp[-(E_i-\delta)/kT]$. If the prefactor $\nu$ does not depend on field, the enhancement is $e^\gamma$, where

$$\gamma=\frac{\delta}{kT}=\frac{48.99}{25.85}=1.895,\qquad e^\gamma=6.65 .$$

**Limits.** As $F\to0$, the top recedes to infinity and $\delta\to0$, as it must. For $Z=0$, an electron leaving a centre that becomes neutral, there is no Coulomb lowering at all. At the other end, activated escape requires $E_i-\delta\gg kT$. Here the remaining barrier is 251 meV, nearly ten times $kT$.

For a hole leaving an acceptor, the signs of the carrier charge, the centre charge and the force are all reversed, and the same formulas hold with energy counted for holes.

## 2. Other forward directions

Let $\theta$ be the angle from the electric force. The work done by the field over a distance $r$ is now $eFr\cos\theta$, so

$$U(r,\theta)=-\frac{Ze^2}{\varepsilon r}-eFr\cos\theta .$$

For $\cos\theta>0$, each ray repeats the first calculation with $F$ replaced by $F\cos\theta$:

$$r_m(\theta)=\frac{r_0}{\sqrt{\cos\theta}},\qquad
U(r_m,\theta)=-\delta\sqrt{\cos\theta} .$$

Since $\partial^2U/\partial r^2=-2Ze^2/(\varepsilon r^3)<0$, this is the maximum along the ray. At $60^\circ$ the radius grows by $\sqrt2$ to 6.93 nm and the lowering shrinks by $\sqrt2$ to 34.6 meV.

**What kind of barrier is this?** A maximum along a ray need not be a stationary point in space. The transverse component of the gradient is

$$\frac1r\frac{\partial U}{\partial\theta}=eF\sin\theta ,$$

which vanishes in the forward hemisphere only at $\theta=0$. There the field term is linear in position and adds no curvature. For a sideways displacement $x$, $r\simeq r_0+x^2/(2r_0)$, so the Coulomb energy changes by $+Ze^2x^2/(2\varepsilon r_0^3)$. The curvatures are thus

$$U_{\parallel}''=-\frac{2Ze^2}{\varepsilon r_0^3},\qquad
U_{\perp}''=+\frac{Ze^2}{\varepsilon r_0^3} .$$

This is a saddle. On an oblique ray the transverse force pushes the electron towards the axis, where the pass is lower. An electron that cannot cross on a straight ray may therefore escape on a bent path. The straight-ray model leaves this out, and section 3 shows that the omission can be large.

**Limit near the equator.** As $\theta\to90^\circ$, $r_m\to\infty$ and the lowering tends to zero. The uniform field would have to extend very far, but few directions are concerned: $r_m>10r_0$ requires $\cos\theta<0.01$, which is 1% of the forward hemisphere's solid angle. The lowering there is less than a tenth of $\delta$.

## 3. Backward directions need an assumption

For $\cos\theta<0$ the potential energy is

$$U=-\frac{Ze^2}{\varepsilon r}+eFr|\cos\theta| ,$$

which rises without limit. There is no barrier top, and an electron kept on such a ray would always turn back. The straight-ray picture alone therefore gives no emission rate for this direction.

Blocking these rays would leave half of the sphere at zero field and give an enhancement of $1/2$ as $F\to0$. That contradicts the definition of the ratio, which must tend to 1.

The model used here counts an electron as released when it reaches the old band edge, $U=0$. On a backward ray this happens at

$$\frac{Ze^2}{\varepsilon r}=eFr|\cos\theta|
\quad\Longrightarrow\quad r=\frac{r_0}{\sqrt{|\cos\theta|}} ,$$

the same radius as the barrier top on the mirrored forward ray. An electron that arrives there has enough energy to pass the saddle and leave downstream. The rule is still an assumption, because a bent path can allow escape at a lower energy.

The size of this effect can be found for an electron that moves without scattering in a potential that is Coulombic down to the centre. The motion then separates in parabolic coordinates, and an electron launched from the centre at angle $\theta$ escapes once its energy exceeds $-\delta\cos(\theta/2)$, in either hemisphere. With equal weight per unit solid angle of launch, the enhancement is $2[1+(\gamma-1)e^\gamma]/\gamma^2$. At the main field this is 3.87, and the apparent activation energy falls by 37 meV. The straight-ray model gives less emission than this. It is kept below for its simplicity, and its numbers should be read as those of a model.

Both hemispheres then obey one rule: the release energy is the smaller of zero and the highest potential energy on the ray. With

$$w(\theta)=\sqrt{\max(\cos\theta,0)} ,$$

the release energy is $-\delta w$ and the enhancement on a ray is $e^{\gamma w}$.

## 4. The average over the sphere

A further assumption is equal weight per unit solid angle, independent of field. Nothing depends on the azimuth, so integrating over it gives $2\pi$, and

$$\frac{d\Omega}{4\pi}\longrightarrow\frac12\sin\theta\,d\theta .$$

Set $u=\cos\theta$. The forward hemisphere covers $0\le u\le1$, and the backward hemisphere contributes its weight, $1/2$, times 1:

$$R(\gamma)=\frac{e(F)}{e(0)}=\frac12+\frac12\int_0^1e^{\gamma\sqrt u}\,du .$$

Here $e(F)$ denotes the emission rate. To remove the root, put $u=w^2$, $du=2w\,dw$, and integrate by parts:

$$\begin{aligned}
\frac12\int_0^1e^{\gamma\sqrt u}du
&=\int_0^1we^{\gamma w}dw
=\left[\frac{we^{\gamma w}}{\gamma}\right]_0^1-\frac1\gamma\int_0^1e^{\gamma w}dw\\
&=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}
=\frac{1+(\gamma-1)e^\gamma}{\gamma^2} .
\end{aligned}$$

Hence, in this model,

$$\boxed{R(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}} .$$

At the main field,

$$R=0.5+\frac{1+0.895\times6.6525}{1.895^2}=0.5+1.936=2.436 .$$

Finding the barrier on each ray by numerical search and then averaging gives the same value to the six decimals printed. A separate average of $e^{\gamma w}$ over random isotropic directions gives $2.439\pm0.003$ (one standard error), which checks the solid-angle weight. These checks confirm the mathematics of the model, not its physical assumptions. The backward hemisphere supplies $0.5/2.436$, or 21% of the emission, so the closure of section 3 matters at this field.

**Weak-field limit.** Expand the exponential under the $w$ integral:

$$R=\frac12+\sum_{n=0}^{\infty}\frac{\gamma^n}{n!}\int_0^1w^{n+1}dw
=\frac12+\sum_{n=0}^{\infty}\frac{\gamma^n}{n!(n+2)} ,$$

$$R=1+\frac\gamma3+\frac{\gamma^2}{8}+\frac{\gamma^3}{30}+\cdots .$$

The constant is 1, as required. The linear term is one third of that in $e^\gamma=1+\gamma+\cdots$, because the spherical mean of $w$ is $\frac12\int_0^1\sqrt u\,du=\frac13$. At $10^3$ V/cm, $\gamma=0.268$ and the four terms shown give 1.09895; the closed form gives 1.0990.

**Strong-field limit.** Rearranging the closed form without approximation,

$$R=\frac{e^\gamma}{\gamma}\left(1-\frac1\gamma\right)+\frac12+\frac1{\gamma^2} .$$

For $\gamma\gg1$ the first term dominates. Its factor $1/\gamma$ measures the cone that carries the emission: near the axis $\gamma\sqrt u\simeq\gamma-\gamma(1-u)/2$, so the integrand decays over a width $2/\gamma$ in $u$, and the factor $1/2$ in the measure leaves $1/\gamma$.

At $10^5$ V/cm, $\gamma=2.68$. The first term is 3.41 and the remaining two add 0.64, giving 4.05. The strong-field form alone is still 16% below the full model result.

The natural scale is $\gamma=1$, but the changeover is gradual: the strong-field term alone vanishes at $\gamma=1$, and it becomes more accurate than the four-term series only above $\gamma\approx2.7$. Setting $\delta=kT$ and squaring gives

$$F_1=\frac{\varepsilon(kT)^2}{4Ze^3} ,$$

which is $1.4\times10^4$ V/cm here. At every field $0\le w\le1$, so $1\le R\le e^\gamma$.

## 5. What a measured slope means

Define the logarithmic slope $s=d\ln R/d\gamma$. Differentiating the closed form,

$$\begin{aligned}
\frac{dR}{d\gamma}
&=\frac{\gamma e^\gamma}{\gamma^2}-\frac{2[1+(\gamma-1)e^\gamma]}{\gamma^3}\\
&=\frac{(\gamma^2-2\gamma+2)e^\gamma-2}{\gamma^3},
\qquad s=\frac1R\frac{dR}{d\gamma} .
\end{aligned}$$

The first term uses $d[(\gamma-1)e^\gamma]/d\gamma=\gamma e^\gamma$. At the main field $dR/d\gamma=1.467$, so $s=1.467/2.436=0.602$.

The average form shows what $s$ means. With angle brackets for the mean over the sphere, $R=\langle e^{\gamma w}\rangle$, and therefore

$$s=\frac{\langle we^{\gamma w}\rangle}{\langle e^{\gamma w}\rangle},\qquad
\frac{ds}{d\gamma}=\frac{\langle w^2e^{\gamma w}\rangle}{\langle e^{\gamma w}\rangle}-s^2>0 .$$

Thus $s$ is the mean of $w$ over the electrons that are emitted, and its derivative is the variance of $w$ among them. It starts at $1/3$ and rises towards 1. For large $\gamma$, $\ln R\simeq\gamma-\ln\gamma$ to leading order, so $s\simeq1-1/\gamma$.

**Varying the field.** At fixed temperature $\gamma$ is proportional to $\sqrt F$, so

$$\frac{d\ln e(F)}{d\sqrt F}=\frac{2s}{kT}\sqrt{\frac{Ze^3}{\varepsilon}} .$$

This is $s$ times the one-dimensional slope. A plot against $\sqrt F$ is therefore curved: $s$ rises from 0.37 at $10^3$ V/cm to 0.69 at $10^5$ V/cm. If the one-dimensional formula is used to read a charge from the local slope with $\varepsilon$ known, then $\sqrt{Z_{\rm app}}=s\sqrt Z$ and

$$Z_{\rm app}=s^2Z=0.36$$

at the main field, although the centre has $Z=1$. The number depends on the model: the bent-path average of section 3 gives 0.57. Within this model, a slope below the one-dimensional value does not show that the charge is smaller.

**Varying the temperature.** Let $b=1/kT$. At fixed field, and with $E_i$ and $\varepsilon$ taken as independent of temperature,

$$\ln\frac{e(F)}{\nu}=-E_ib+\ln R(\delta b) .$$

The apparent activation energy, after the temperature dependence of $\nu$ has been divided out, is

$$E_{\rm app}=-\frac{d}{db}\ln\frac{e(F)}{\nu}=E_i-s\delta .$$

Numerically $E_{\rm app}=300-0.602\times49.0=270.5$ meV. A finite difference in $1/kT$, taken with the numerically found barriers, gives the same value. The one-dimensional result would be 251.0 meV. In this model, emission over the less-lowered parts of the sphere accounts for the difference. On cooling, $\gamma$ and $s$ rise, so $E_{\rm app}$ moves towards $E_i-\delta$ and the Arrhenius plot is slightly curved.

In a capacitance transient the field usually varies with depth in the depletion layer. If the centres are dilute compared with the doping, emptying them hardly changes that field. The formula then applies at each depth, and the transient is a sum of exponentials with different rates. Assigning it one field is justified only if the sampled layer is thin enough for $R$ to be nearly constant across it.

## 6. Where classical escape fails

Tunnelling matters first near the saddle, where the barrier is thin. Let $x$ be the displacement from the top along the axis and $m^*$ an isotropic effective mass. With the curvature from section 2,

$$U\simeq-\delta-\frac12m^*\omega_b^2x^2,\qquad
\omega_b=\sqrt{\frac{2Ze^2}{\varepsilon m^*r_0^3}} .$$

For an energy $\Delta$ below the top, the turning points are $x=\pm a$, with $a^2=2\Delta/(m^*\omega_b^2)$. The transmission of a parabolic barrier is $1/(1+e^{S})$, which reduces to $e^{-S}$ for $S\gg1$. The estimate below uses that limit, with

$$\begin{aligned}
S&=\frac2\hbar\int_{-a}^{a}\sqrt{2m^*\left(\Delta-\tfrac12m^*\omega_b^2x^2\right)}\,dx\\
&=\frac{2m^*\omega_b}{\hbar}\int_{-a}^{a}\sqrt{a^2-x^2}\,dx
=\frac{2m^*\omega_b}{\hbar}\,\frac{\pi a^2}{2}
=\frac{2\pi\Delta}{\hbar\omega_b} .
\end{aligned}$$

The last integral is the area of a half-disc. Going down by $\Delta$ raises the Boltzmann factor by $e^{\Delta/kT}$. The product of the two factors,

$$\exp\left[\Delta\left(\frac1{kT}-\frac{2\pi}{\hbar\omega_b}\right)\right] ,$$

falls with depth when $\hbar\omega_b<2\pi kT$. Neglecting tunnelling near the top requires the stronger condition $\hbar\omega_b\ll2\pi kT$.

For $m^*=0.3m$, with $m$ the free-electron mass, the main field gives $\hbar\omega_b=22.8$ meV and $\hbar\omega_b/(2\pi kT)=0.14$. Tunnelling near the saddle is then a small correction, about 3% in the rate along the axis. This does not make the motion in the well classical. For this mass the effective Rydberg $m^*e^4/(2\hbar^2\varepsilon^2)$ is 28 meV, less than $\delta=49$ meV ($\delta$ exceeds it above $1.7\times10^4$ V/cm). The thermal wavelength $h/\sqrt{2\pi m^*kT}=7.9$ nm is larger than $r_0$, and the classical phase space below the saddle energy holds only about 0.15 of an orbital state. Rays and orbits with a definite launch angle are therefore a heuristic picture at the main field. Since $r_0\propto F^{-1/2}$, $\omega_b\propto F^{3/4}$, and the ratio reaches 0.24 at $10^5$ V/cm. Cooling raises it as $1/T$.

The parabola describes the region near the top. At a depth of $0.01\delta$, integrating the full potential along the axis reproduces the parabolic exponent to within 0.5%; there $S$ is only 0.14, so the full form $1/(1+e^{S})$ is needed. Deeper down the true exponent is larger than the parabolic one, by 9% at a depth of $\delta/2$ and by 17% at $\delta$. The criterion does not cover tunnelling directly from the deep level, which needs the whole barrier and the wave function in the core.

The numerical output below lists the values for the four fields.

## Numbers as computed

```
Charge number Z = 1
Dielectric constant = 12.0
Temperature = 300 K
Thermal energy kT = 25.852 meV
Zero-field ionisation energy = 300.0 meV
Effective mass / free mass = 0.30
Main field = 50000 V/cm
Gaussian e^2 = 1.43996 eV nm
Barrier radius at 0 degrees = 4.899 nm
Barrier lowering at 0 degrees = 48.989 meV
Barrier radius at 60 degrees = 6.928 nm
Barrier lowering at 60 degrees = 34.641 meV
gamma = 1.8950
One-dimensional enhancement exp(gamma) = 6.6525
Averaged enhancement, closed form = 2.436483
Averaged enhancement, numerical barriers = 2.436483
Random-direction average = 2.4387
Random-direction standard error = 0.0028
Backward-hemisphere share of emission = 0.2052
Logarithmic slope s = 0.6020
Apparent lowering s*delta = 29.491 meV
Apparent activation energy, formula = 270.509 meV
Apparent activation energy, finite difference = 270.509 meV
One-dimensional activation energy = 251.011 meV
Apparent charge number s^2 Z = 0.3624
Barrier quantum hbar*omega_b = 22.770 meV
hbar*omega_b/(2 pi kT) = 0.1402
Field at which gamma is one = 13924 V/cm
Sweep: F (V/cm), delta (meV), gamma, exp(gamma), R, s, hbar*omega_b/(2 pi kT)
1000  6.928  0.2680  1.3073  1.0990  0.3713  0.0075
10000  21.909  0.8475  2.3337  1.3967  0.4564  0.0419
50000  48.989  1.8950  6.6525  2.4365  0.6020  0.1402
100000  69.281  2.6799  14.5839  4.0505  0.6893  0.2358
```
